\section*{Constant Thickness Ratio of Two Silicides Growing Together by Diffusion, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: atom balances at the interfaces}

\subsection{A case that can be counted by hand}

Let a metal M be separated from silicon by two flat layers, MSi next to the metal and MSi$_2$ next to the silicon. Suppose that both silicides occupy the same volume $\Omega$ per metal atom. Silicon atoms pass through MSi$_2$ at the rate $J_2$ per unit area, and through MSi at the rate $J_1$, both towards the metal. The metal atoms are taken as immobile for the moment.

Three reactions change the layers. At the metal, each arriving Si atom turns one M into one MSi. At the interface between the silicides, each Si atom that leaves for the metal is taken from an MSi$_2$ unit and turns it into MSi. At the same interface, each Si atom that arrives from the silicon side turns one MSi into MSi$_2$. The numbers $N_1$ and $N_2$ of metal atoms per unit area in the two layers therefore obey
\begin{equation}
\frac{dN_1}{dt}=J_1+J_1-J_2=2J_1-J_2,\qquad
\frac{dN_2}{dt}=J_2-J_1 .
\end{equation}
The term $-J_2$ in the first equation is the consumption of MSi by MSi$_2$. The term $-J_1$ in the second is the consumption of MSi$_2$ by MSi.

Under diffusion control each flux is inversely proportional to the thickness that it crosses, $J_1=K_1/x_1$ and $J_2=K_2/x_2$. Take $K_2=\tfrac32K_1$. If the layers are equally thick, then $J_2=\tfrac32J_1$, and both rates equal $\tfrac12J_1$: equal layers stay equal. If MSi$_2$ is twice as thick as MSi, then $J_2=\tfrac34J_1$. Now $dN_2/dt=-\tfrac14J_1$ and $dN_1/dt=\tfrac54J_1$, so the thicker layer shrinks while the thinner one grows, and the ratio falls back towards one.

If the two consumption terms are left out and the constants $K_i$ kept, the layers grow as $dN_1/dt=2J_1$ and $dN_2/dt=J_2$. Then $x_1^2=4\Omega K_1t$ and $x_2^2=2\Omega K_2t$, so that $x_2/x_1=\sqrt{K_2/(2K_1)}=\sqrt{3/4}\approx0.87$ instead of one. In this case mutual consumption changes the ratio as well as the speed.

\subsection{General compositions and the flux that counts}

Let phase $i$ contain $s_i$ silicon atoms per metal atom. Phase 0 is the metal-rich end member, phases 1 and 2 are the growing silicides, and
\begin{equation}
s_0<s_1<s_2 .
\end{equation}
For a pure metal $s_0=0$. The order in space is phase 0, phase 1, phase 2, silicon, and the coordinate $x$ increases towards the silicon. The growing phases have volumes $\Omega_1$ and $\Omega_2$ per metal atom, hence
\begin{equation}
x_i=\Omega_iN_i,\qquad i=1,2 .
\end{equation}

Both elements may move. Let $J_{\rm Si}$ be the silicon flux towards smaller $x$, and $J_{\rm M}$ the metal flux towards larger $x$, both measured against the lattice of the phase. The metal atoms number $1/\Omega$ per volume, so their mean velocity towards larger $x$ is $\Omega J_{\rm M}$. Silicon has the density $s/\Omega$. Seen from the moving metal atoms, the silicon flux towards smaller $x$ gains the amount $(s/\Omega)\,\Omega J_{\rm M}$:
\begin{equation}
J=J_{\rm Si}+sJ_{\rm M}.
\label{eq:relative}
\end{equation}
Consider two planes that move with the mean velocity of the metal atoms at their positions. No net number of metal atoms crosses them, so the metal content between them is fixed, and their silicon content changes only through $J$. Balances written with $J$ are thus the same whichever element is mobile, and the hand count above did not really need immobile metal.

\subsection{Flux and thickness}

Let $\mu$ and $\mu_{\rm M}$ be the chemical potentials of silicon and metal. In linear response, with correlations between the jumps of the two elements neglected, an atom drifts with the mobility $D/k_{\rm B}T$ down its own potential. With the directions chosen above,
\begin{equation}
J_{\rm Si}=\frac{s}{\Omega}\frac{D_{\rm Si}}{k_{\rm B}T}\frac{d\mu}{dx},
\qquad
J_{\rm M}=-\frac1\Omega\frac{D_{\rm M}}{k_{\rm B}T}\frac{d\mu_{\rm M}}{dx}.
\end{equation}
The first sign is positive because silicon moves towards smaller $x$, where $\mu$ is lower. At constant temperature and pressure the Gibbs--Duhem relation for one metal atom and $s$ silicon atoms reads $d\mu_{\rm M}+s\,d\mu=0$. It turns the metal flux into $J_{\rm M}=(s/\Omega)(D_{\rm M}/k_{\rm B}T)\,d\mu/dx$. Insertion into \eqref{eq:relative} gives
\begin{equation}
J=\frac{s}{\Omega k_{\rm B}T}\,(D_{\rm Si}+sD_{\rm M})\,\frac{d\mu}{dx}.
\label{eq:local}
\end{equation}

Assume that phase $i$ exists only in a narrow range of compositions. Little silicon can then be stored inside it, and $J$ has nearly the same value $J_i$ throughout the layer. Integration of \eqref{eq:local} over the thickness gives
\begin{equation}
J_i=\frac{K_i}{x_i},\qquad
K_i=\frac{s_iD_i\,\Delta\mu_i}{\Omega_ik_{\rm B}T},\qquad
D_i=D_{\rm Si}+s_iD_{\rm M},
\label{eq:K}
\end{equation}
where $\Delta\mu_i>0$ is the difference of $\mu$ between the silicon side and the metal side of the layer. If $D_i$ varies across the layer, $D_i\Delta\mu_i$ is replaced by $\int D_i\,d\mu$.

Local equilibrium at the interfaces makes $\Delta\mu_i$ independent of thickness. Let $g_i$ be the free energy of forming phase $i$ from the pure elements, per metal atom, and set both potentials to zero in the pure elements. Then $g_i=\mu_{\rm M}+s_i\mu$ in phase $i$. Two phases in equilibrium share both potentials, and subtraction of their equations removes $\mu_{\rm M}$:
\begin{equation}
\mu_{01}=\frac{g_1-g_0}{s_1-s_0},\qquad
\mu_{12}=\frac{g_2-g_1}{s_2-s_1}.
\label{eq:mu}
\end{equation}
At the silicon $\mu=0$. The two drops are therefore
\begin{equation}
\Delta\mu_1=\mu_{12}-\mu_{01},\qquad \Delta\mu_2=-\mu_{12}.
\end{equation}
Both are positive when each silicide is stable against its neighbours, that is, when $\mu_{01}<\mu_{12}<0$.

\subsection{Growth rates with mutual consumption}

At the interface between phases 0 and 1, let $n_{01}$ be the number of metal atoms per area that have passed from phase 0 into phase 1. Each needs $s_1-s_0$ additional Si atoms. No flux runs inside the end member, so all of $J_1$ is used:
\begin{equation}
J_1=(s_1-s_0)\frac{dn_{01}}{dt}.
\end{equation}
At the shared interface $J_2$ arrives and $J_1$ leaves. The difference turns phase 1 into phase 2, at the cost of $s_2-s_1$ Si atoms per metal atom:
\begin{equation}
J_2-J_1=(s_2-s_1)\frac{dn_{12}}{dt}.
\end{equation}
If $J_1>J_2$, the rate is negative and phase 2 turns back into phase 1. At the silicon surface no metal atom is gained or lost by phase 2 in the metal frame, since pure silicon contains none.

Phase 1 gains $n_{01}$ and loses $n_{12}$; phase 2 gains $n_{12}$. Write $\Delta=s_2-s_1$. The coefficient of $J_1$ in $dN_1/dt$ is
\begin{equation}
\frac1{s_1-s_0}+\frac1\Delta
=\frac{s_2-s_1+s_1-s_0}{(s_1-s_0)\Delta}=\frac q\Delta,
\qquad q=\frac{s_2-s_0}{s_1-s_0}>1 .
\end{equation}
With $x_i=\Omega_iN_i$ and $J_i=K_i/x_i$ the rates become
\begin{align}
\frac{dx_1}{dt}&=\frac{\Omega_1}{\Delta}\left(q\frac{K_1}{x_1}-\frac{K_2}{x_2}\right),
\label{eq:x1}\\
\frac{dx_2}{dt}&=\frac{\Omega_2}{\Delta}\left(\frac{K_2}{x_2}-\frac{K_1}{x_1}\right).
\label{eq:x2}
\end{align}
Each negative term is the consumption of that phase by the other.

\subsection{The ratio and why it is reached}

Define
\begin{equation}
r=\frac{x_2}{x_1},\qquad \kappa=\frac{K_2}{K_1},\qquad \omega=\frac{\Omega_2}{\Omega_1}.
\end{equation}
Then $K_2/x_2=(K_1/x_1)\,\kappa/r$. The quotient rule gives $dr/dt=(dx_2/dt-r\,dx_1/dt)/x_1$, and with \eqref{eq:x1} and \eqref{eq:x2}
\begin{align}
\frac{dr}{dt}
&=\frac{\Omega_1K_1}{\Delta x_1^2}
\left[\omega\left(\frac\kappa r-1\right)-r\left(q-\frac\kappa r\right)\right]\notag\\
&=\frac{\Omega_1K_1}{\Delta x_1^2}
\left[\frac{\omega\kappa}{r}-\omega-qr+\kappa\right]
=-\frac{\Omega_1K_1}{\Delta x_1^2}\,\frac{f(r)}{r},
\label{eq:drdt}
\end{align}
with
\begin{equation}
f(r)=qr^2+(\omega-\kappa)r-\omega\kappa .
\label{eq:quad}
\end{equation}
A constant ratio requires $f(r)=0$. The product of the two roots is $-\omega\kappa/q<0$, so there is one positive root,
\begin{equation}
r_*=\frac{\kappa-\omega+\sqrt{(\kappa-\omega)^2+4q\omega\kappa}}{2q}.
\label{eq:root}
\end{equation}

Below $r_*$ the function $f$ is negative and $r$ rises; above $r_*$ it is positive and $r$ falls. It remains to show that there is enough time. Introduce a clock $\tau$ by $d\tau=\Omega_1K_1\,dt/(\Delta x_1^2)$. Then
\begin{equation}
\frac{dr}{d\tau}=-\frac{f(r)}r,\qquad
\frac{d\ln x_1}{d\tau}=q-\frac\kappa r .
\end{equation}
The ratio stays between its initial value and $r_*$, so the second rate is bounded and $x_1$ cannot vanish at finite $\tau$. Dropping the negative term in \eqref{eq:x1} gives $x_1^2\le x_1(0)^2+at$ with $a=2q\Omega_1K_1/\Delta$. Consequently
\begin{equation}
\tau\ge\frac{\Omega_1K_1}{\Delta}\int_0^t\frac{dt'}{x_1(0)^2+at'}
=\frac1{2q}\ln\left(1+\frac{at}{x_1(0)^2}\right),
\end{equation}
which grows without limit. Every positive initial pair of thicknesses is led to $r_*$. The ratio is constant from the start if it begins at $r_*$; otherwise $r_*$ is its limit.

Two values of $f$ locate the root:
\begin{align}
f(\kappa/q)&=\frac{\kappa^2}{q}+\frac{(\omega-\kappa)\kappa}{q}-\omega\kappa
=-\omega\kappa\left(1-\frac1q\right)<0,\\
f(\kappa)&=q\kappa^2+(\omega-\kappa)\kappa-\omega\kappa=(q-1)\kappa^2>0 .
\end{align}
Hence $\kappa/q<r_*<\kappa$. By \eqref{eq:x1} phase 1 grows when $r>\kappa/q$, and by \eqref{eq:x2} phase 2 grows when $r<\kappa$. At the final ratio both grow. A start outside this interval makes one layer shrink first, but in this model neither disappears: as a layer thins, the flux through it rises and restores it.

\subsection{Growth constants and the effect of consumption}

At $r=r_*$, multiplication of \eqref{eq:x1} by $2x_1$ gives a constant rate of $x_1^2$. For layers that start from zero thickness,
\begin{equation}
x_1^2=k_1t,\quad k_1=\frac{2\Omega_1K_1}{\Delta}\left(q-\frac{\kappa}{r_*}\right),
\qquad x_2^2=k_2t,\quad k_2=r_*^2k_1 .
\label{eq:k}
\end{equation}
A small deviation $\delta=r-r_*$ obeys the linear form of \eqref{eq:drdt}. With $x_1^2=k_1t$ it is $d\delta/dt=-\lambda\delta/t$, where
\begin{equation}
\lambda=\frac{f'(r_*)}{2(qr_*-\kappa)}
=\frac{2qr_*+\omega-\kappa}{2(qr_*-\kappa)}
=1+\frac{\omega+\kappa}{2(qr_*-\kappa)} .
\label{eq:lambda}
\end{equation}
The deviation decays as $t^{-\lambda}$, with $\lambda>1$.

Without the two negative terms, and with the same $K_i$, the layers would follow $x_1^2=2q\Omega_1K_1t/\Delta$ and $x_2^2=2\Omega_2K_2t/\Delta$. Their ratio would be $r_0=\sqrt{\omega\kappa/q}$. Since $qr_0^2=\omega\kappa$,
\begin{equation}
f(r_0)=(\omega-\kappa)r_0 .
\end{equation}
For $\kappa>\omega$ this is negative, so $r_0<r_*$: consumption raises the ratio. For $\kappa<\omega$ it lowers the ratio, and for $\kappa=\omega$ it slows both layers but leaves the ratio unchanged. The opening case has $q=2$, $\omega=1$ and $\kappa=\tfrac32$; \eqref{eq:quad} becomes $2r^2-\tfrac12r-\tfrac32=0$, with the positive root $r_*=1$.

\section{Second derivation: one conserved silicon profile}

\subsection{Symbols and results carried over}

Phase $i$ has $s_i$ Si atoms per metal atom. The order is end member 0, silicide 1, silicide 2, silicon. Each silicide has thickness $x_i$, volume $\Omega_i$ per metal atom, and $N_i=x_i/\Omega_i$ metal atoms per area. The silicon flux relative to the metal atoms, positive towards the end member, is $J_i=K_i/x_i$ with $K_i=s_iD_i\Delta\mu_i/(\Omega_ik_{\rm B}T)$. The ratios are $r=x_2/x_1$, $\kappa=K_2/K_1$, $\omega=\Omega_2/\Omega_1$ and $q=(s_2-s_0)/(s_1-s_0)$, and $\Delta=s_2-s_1$. The first derivation gave
\begin{equation}
qr^2+(\omega-\kappa)r-\omega\kappa=0,\qquad
k_1=\frac{x_1^2}{t}=\frac{2\Omega_1K_1}{\Delta}\left(q-\frac\kappa r\right),
\label{eq:recall}
\end{equation}
and the ratio $r_0=\sqrt{\omega\kappa/q}$ without consumption. From here on $r$ denotes the positive root.

\subsection{The profile as a function of one variable}

Instead of following each interface, describe the whole couple by one function. Let $n$ be the number of metal atoms per area counted from the silicon surface towards the end member, and let $s(n,t)$ be the number of Si atoms per metal atom at that place. Since $J$ is the flux relative to the metal atoms, conservation of silicon reads
\begin{equation}
\frac{\partial s}{\partial t}=-\frac{\partial J}{\partial n}.
\label{eq:cons}
\end{equation}
Let the end member and the silicon meet at $t=0$ with no layer between them, and let both be thick enough never to be used up. With local equilibrium at the interfaces and diffusivities that depend on composition alone, the problem contains no length. One may then look for a solution that depends on a single variable:
\begin{equation}
s=S(\eta),\qquad \eta=\frac n{\sqrt t},\qquad J=\frac{j(\eta)}{\sqrt t}.
\end{equation}
The form of $J$ follows because $J$ is proportional to $-\partial\mu/\partial n$ and $\mu$ is a function of $\eta$. Differentiation gives $\partial s/\partial t=-(\eta/2t)\,dS/d\eta$ and $\partial J/\partial n=(1/t)\,dj/d\eta$. Equation \eqref{eq:cons} becomes
\begin{equation}
dj=\tfrac12\,\eta\,dS .
\end{equation}
This is a balance of silicon, so it also holds across a jump of $S$. Deep in the end member $j=0$. Integration from $\eta$ to that region yields $0-j(\eta)=\frac12\int_\eta^\infty\eta'\,dS$, or
\begin{equation}
J(n)=-\frac1{2t}\int_{n'>n}n'\,dS .
\label{eq:moment}
\end{equation}
The flux at any place is fixed by the composition steps that lie beyond it, each weighted by its distance from the silicon in metal atoms.

Atom balances at the interfaces have given the constant thickness ratio and shown that every positive initial pair of thicknesses is led to it; the conserved silicon profile has so far given the flux in terms of the composition steps beyond each place. It remains to obtain the ratio from those steps, to compare the assumptions of the two derivations, and to work through an example with its sensitivities and limits.
